# Low-Bias Conductance of a Thick Tunnel Barrier and Its Spin Dependence

Two metal electrodes are separated by a flat insulating film of thickness $d$. The barrier is rectangular, and its height $\phi$ is measured from the Fermi level $E_F$ to the bottom of the insulator's conduction band. The electron mass is $m_e$ in the electrodes and $m_b$ in the barrier. The wave vector $\mathbf k$ parallel to the film is conserved. Define

$$\kappa=\frac{\sqrt{2m_b\phi}}{\hbar}.$$

Here $e>0$ is the elementary charge, $V$ the bias, $A$ the junction area and $G$ the conductance. Currents are given as magnitudes. Until part (e) the electrodes are not magnetic.

## (a) From electrode states to transmission

**Question.** Express the zero-temperature, low-bias conductance per area through the transmission probability $T(\mathbf k)$ at the Fermi level, including both spins.

**Solution.** The left electrode has $d^3k/(2\pi)^3$ states per volume for each spin. Those moving towards the barrier carry a particle flux $v_z$ per unit density. Electrons also arrive from the right, and at given energy and $\mathbf k$ the transmission is the same in both directions. With occupations $f_L,f_R$, the net current density is

$$J=2e\int\frac{d^2k}{(2\pi)^2}\int_{k_z>0}\frac{dk_z}{2\pi}\,v_z\,T\,(f_L-f_R).$$

The factor 2 counts spins. At fixed $\mathbf k$ the electrode energy is $E=\hbar^2(k^2+k_z^2)/2m_e$, so $dE=(\hbar^2k_z/m_e)\,dk_z=\hbar v_z\,dk_z$. The velocity therefore cancels the density of states along $z$:

$$v_z\frac{dk_z}{2\pi}=\frac{dE}{2\pi\hbar}=\frac{dE}{h}.$$

At zero temperature $f_L-f_R=1$ in an energy window of width $eV$ around $E_F$ and vanishes elsewhere. If $T$ hardly changes across this window, the energy integral gives $eV\,T(\mathbf k)$. Dividing by $V$,

$$\frac GA=\frac{2e^2}{h}\int\frac{d^2k}{(2\pi)^2}\,T(\mathbf k).$$

The integral covers the transverse wave vectors available at the Fermi level in both electrodes.

## (b) The thick-barrier integral

**Question.** Take the WKB transmission with unit prefactor, $T=\exp(-2\int\kappa_z\,dz)$, where $\kappa_z$ is the decay constant along $z$. Find the leading conductance for $\kappa d\gg1$.

**Solution.** Inside the barrier at $E=E_F$, energy conservation reads

$$-\phi=\frac{\hbar^2(k^2-\kappa_z^2)}{2m_b}
\quad\Rightarrow\quad
\kappa_z^2=\kappa^2+k^2 .$$

The electrode mass does not enter. An electron with transverse motion has less energy left for motion along $z$, so it decays faster. For $k\ll\kappa$,

$$\kappa_z=\kappa\sqrt{1+\frac{k^2}{\kappa^2}}\simeq\kappa+\frac{k^2}{2\kappa},
\qquad
T\simeq e^{-2\kappa d}\,e^{-dk^2/\kappa}.$$

The transmission is a Gaussian in $k$. If the electrodes supply the whole region where it is appreciable, the upper limit may be taken to infinity:

$$\int\frac{d^2k}{(2\pi)^2}e^{-dk^2/\kappa}
=\frac1{2\pi}\int_0^\infty k\,e^{-dk^2/\kappa}\,dk
=\frac1{2\pi}\,\frac{\kappa}{2d}
=\frac{\kappa}{4\pi d}.$$

This is an effective number of channels per area for one spin. Multiplication by $2e^2/h$ gives Simmons's low-bias conductance:

$$\boxed{\frac{G_S}{A}=\frac{e^2}{h}\,\frac{\kappa}{2\pi d}\,e^{-2\kappa d}}$$

The two spins are already included; one spin alone contributes half.

The Gaussian weight gives $\langle k^2\rangle=\kappa/d$, hence $\langle k^2\rangle/\kappa^2=1/(\kappa d)$. The expansion is thus consistent when $\kappa d\gg1$. A thicker barrier selects electrons closer to normal incidence, which is the origin of the factor $1/d$.

## (c) How thick is thick?

**Question.** Do the transverse integral without expanding the square root. Then find the share lost if the electrodes supply only $k<k_F$.

**Solution.** Use $q=\sqrt{\kappa^2+k^2}$ as variable. Since $q^2=\kappa^2+k^2$, we have $q\,dq=k\,dk$, and integration by parts gives

$$\begin{aligned}
\frac1{2\pi}\int_\kappa^\infty q\,e^{-2dq}\,dq
&=\frac1{2\pi}\left[-\frac{q\,e^{-2dq}}{2d}-\frac{e^{-2dq}}{4d^2}\right]_\kappa^\infty\\
&=\frac{\kappa}{4\pi d}\,e^{-2\kappa d}\left(1+\frac1{2\kappa d}\right).
\end{aligned}$$

Within the unit-prefactor model, $G_S$ must therefore be multiplied by $1+1/(2\kappa d)$. The expansion confirms this correction. The next term of $\kappa_z$ is $-k^4/(8\kappa^3)$, which raises $T$ by the fraction $dk^4/(4\kappa^3)$. For the Gaussian weight $\langle k^4\rangle=2(\kappa/d)^2$, so the mean rise is $1/(2\kappa d)$.

With a finite Fermi disc, let $q_F=\sqrt{\kappa^2+k_F^2}$. The same antiderivative, evaluated from $q_F$ to infinity, gives the missing share of the full integral:

$$\frac{1+2dq_F}{1+2d\kappa}\,e^{-2d(q_F-\kappa)} .$$

A thick barrier alone is not enough if $k_F$ is small: for $k_F\ll\kappa$ the exponent is $dk_F^2/\kappa$, and this must be large too.

## (d) An aluminium-oxide junction

**Question.** Evaluate the result for $\phi=2$ eV, $m_b=0.4\,m_e$ and $d=1.5$ nm, rough values for an amorphous aluminium-oxide barrier.

**Solution.** With $\hbar^2/2m_e=0.03810$ eV nm²,

$$\kappa=\sqrt{\frac{0.4\times2}{0.03810}}\ \mathrm{nm^{-1}}=4.582\ \mathrm{nm^{-1}},
\qquad 2\kappa d=13.747 .$$

The exponential is $1.071\times10^{-6}$. There are $\kappa/(4\pi d)=0.2431$ effective channels per nm² and spin, or 0.4862 for both. Using $e^2/h=3.874\times10^{-5}$ S and $1\ \mu\mathrm m^2=10^6\ \mathrm{nm^2}$,

$$\begin{aligned}
\frac{G_S}{A}&=(3.874\times10^{-5})(0.4862)(1.071\times10^{-6})(10^6)\ \mathrm{S/\mu m^2}\\
&=2.02\times10^{-5}\ \mathrm{S/\mu m^2}.
\end{aligned}$$

The resistance-area product is its inverse, about $5.0\times10^4\ \Omega\,\mu\mathrm m^2$.

The correction from part (c) is $1+1/13.747=1.073$, which raises the conductance to $2.164\times10^{-5}$ S/µm². Two numerical tests give this same value. One sums $T$ over the discrete transverse modes of a periodic box 40 nm wide. The other integrates the current of three-dimensional electrode states in a shell 1 meV wide, for a Fermi wave number of 12 nm⁻¹.

An extra 0.1 nm of thickness multiplies the resistance by $(1.6/1.5)\,e^{2(4.582)(0.1)}=2.67$. Nearly all of this comes from the exponential.

## (e) What the interfaces add

**Question.** Replace the unit prefactor by the result of wave matching at two abrupt interfaces. What remains for a very thick barrier, and how does it depend on spin?

**Solution.** Let $k_L,k_R$ be the normal wave numbers in the electrodes, and define

$$a_{L,R}=\frac{k_{L,R}}{m_e},\qquad b=\frac{\kappa_z}{m_b},\qquad s=e^{-\kappa_zd}.$$

The wave is $e^{ik_Lz}+re^{-ik_Lz}$ on the left, $Ce^{-\kappa_zz}+De^{\kappa_z(z-d)}$ in the barrier, and $\tau e^{ik_R(z-d)}$ on the right. Continuity of $\psi$ and of $\psi'/m$, which conserves current, gives at $z=d$

$$Cs+D=\tau,\qquad b(-Cs+D)=ia_R\tau .$$

Multiply the first equation by $b$ and subtract the second:

$$2bCs=(b-ia_R)\tau
\quad\Rightarrow\quad
|\tau|^2=\frac{4b^2s^2}{b^2+a_R^2}|C|^2 .$$

These equations also show that $D$ is of order $sC$. At $z=0$ the growing wave contributes $Ds$, of order $s^2C$, which is dropped for a thick barrier. Then

$$1+r=C,\qquad ia_L(1-r)=-bC .$$

Multiply the first by $ia_L$ and add the second:

$$2ia_L=(ia_L-b)C
\quad\Rightarrow\quad
|C|^2=\frac{4a_L^2}{a_L^2+b^2}.$$

The transmission is the ratio of transmitted to incident flux:

$$T=\frac{a_R}{a_L}|\tau|^2=t_Lt_R\,e^{-2\kappa_zd},
\qquad t_j=\frac{4a_jb}{a_j^2+b^2}.$$

Since $(a_j-b)^2\ge0$, each $t_j$ is at most 2. A product above one is harmless, because the small exponential multiplies it.

As $d$ grows, the important $k$ shrink as $\sqrt{\kappa/d}$, so $t_L$ and $t_R$ may be taken at $k=0$. They do not tend to one. The conductance of one spin channel tends to $\tfrac12G_St_Lt_R$. Simmons's formula thus keeps the leading thickness dependence, while its absolute size rests on the unit prefactor.

Now let both electrodes be the same ferromagnet, with spin bands of different Fermi wave number and interface factors $t_\uparrow,t_\downarrow$ at $k=0$. Assume that spin is conserved. For parallel magnetizations each electron enters a band of its own kind; for antiparallel ones the kinds are exchanged. In the thick limit,

$$G_P=\tfrac12G_S(t_\uparrow^2+t_\downarrow^2),\qquad
G_{AP}=G_S\,t_\uparrow t_\downarrow .$$

The magnetoresistance ratio follows:

$$\frac{G_P-G_{AP}}{G_{AP}}=\frac{(t_\uparrow-t_\downarrow)^2}{2t_\uparrow t_\downarrow}
=\frac{2P^2}{1-P^2},\qquad
P=\frac{t_\uparrow-t_\downarrow}{t_\uparrow+t_\downarrow}.$$

The second form follows from $1-P^2=4t_\uparrow t_\downarrow/(t_\uparrow+t_\downarrow)^2$. It has the shape of Julliere's expression, but $P$ is not a polarization of the electrode density of states alone. Inserting $t_j$ and cancelling the common factor $4b$,

$$P=\frac{a_\uparrow(a_\downarrow^2+b^2)-a_\downarrow(a_\uparrow^2+b^2)}
{a_\uparrow(a_\downarrow^2+b^2)+a_\downarrow(a_\uparrow^2+b^2)}
=\frac{a_\uparrow-a_\downarrow}{a_\uparrow+a_\downarrow}\;
\frac{b^2-a_\uparrow a_\downarrow}{b^2+a_\uparrow a_\downarrow}.$$

The barrier enters through $b$, and in this model $P$ changes sign at $b^2=a_\uparrow a_\downarrow$. With a unit prefactor $t_\uparrow=t_\downarrow$, and the magnetoresistance vanishes in the thick limit.

## (f) A magnetic example at finite thickness

**Question.** For the barrier of part (d), take round Fermi wave numbers of 11 and 4 nm⁻¹ for the two spin bands. Compare the thick limit with the full transverse integral.

**Solution.** In units with $m_e=1$, $b=4.582/0.4=11.455$ nm⁻¹ at $k=0$. Hence

$$t_\uparrow=\frac{4(11)(11.455)}{11^2+11.455^2}=1.998,\qquad
t_\downarrow=\frac{4(4)(11.455)}{4^2+11.455^2}=1.245 .$$

The thick-limit magnetoresistance is $(0.753)^2/[2(1.998)(1.245)]=11.4\%$.

Solving the matching equations at each $k$ and integrating over the available disc gives, at $d=1.5$ nm,

$$\frac{G_P}{A}=5.48\times10^{-5},\qquad
\frac{G_{AP}}{A}=4.50\times10^{-5}\ \mathrm{S/\mu m^2}.$$

These are 2.71 and 2.23 times Simmons's value. The magnetoresistance is 21.5%, nearly twice its thick limit.

The difference comes mainly from the variation of the interface factors with $k$. The full WKB weight has $\langle k^2\rangle=3.514$ nm⁻², above the Gaussian value $\kappa/d=3.055$ nm⁻². At this typical $k$, the minority normal wave number falls from 4 to $\sqrt{16-3.514}=3.53$ nm⁻¹, while $\kappa_z$ rises to 4.95 nm⁻¹. The factors become $t_\downarrow=1.06$ and $t_\uparrow=1.98$. The majority factor barely moves because it lies near its maximum at $a=b$. Inserting these two values in the magnetoresistance formula gives about 20%, close to the full integral. The finite minority disc has a smaller effect: it excludes 1.45% of the WKB weight.

The barrier is therefore thick enough for the unit-prefactor integral to lie within about 7% of its leading term, but not for the magnetoresistance to have reached its limit.

## (g) Temperature and finite bias

**Question.** Estimate the changes at 300 K and at small finite bias.

**Solution.** Let $\epsilon=E-E_F$. An electron at this energy sees the height $\phi-\epsilon$. Because $\kappa\propto\sqrt\phi$,

$$\frac{d(2\kappa d)}{d\phi}=\frac{\kappa d}{\phi}\equiv c,$$

and to leading order the conductance varies as $e^{c\epsilon}$. Here $c=6.873/2=3.437$ eV⁻¹.

At temperature $\Theta$, average this factor over $-df/dE$. Put $u=\epsilon/k_B\Theta$, $\lambda=ck_B\Theta$ and $p=1/(1+e^{-u})$. Then $dp=p(1-p)\,du$ is the thermal weight and $e^u=p/(1-p)$, so

$$\int_0^1p^\lambda(1-p)^{-\lambda}\,dp
=\Gamma(1+\lambda)\Gamma(1-\lambda)
=\frac{\pi\lambda}{\sin\pi\lambda}.$$

The integral requires $\lambda<1$. With $k_B\Theta=0.02585$ eV, $\pi\lambda=0.279$ and the factor is 1.013. Direct thermal averaging of the full WKB conductance gives 1.012. With the unit-prefactor transmission, temperature thus changes $G$ by about 1%. This counts elastic tunnelling only. Real oxide junctions usually vary more with temperature, because inelastic and defect-assisted conduction, absent from this model, adds to the current.

For finite bias, measure $\epsilon$ from the mean of the two Fermi levels. The applied voltage tilts the barrier symmetrically about its unchanged mean height, so the tilt does not alter the exponent to first order. Averaging over the energy window gives

$$\frac{J/V}{G/A}\simeq\frac1{eV}\int_{-eV/2}^{eV/2}e^{c\epsilon}\,d\epsilon
=\frac{\sinh(ceV/2)}{ceV/2}
\simeq1+\frac{(ceV)^2}{24}.$$

This keeps only the leading term in $\kappa d$. The tilt, the curvature of $\sqrt\phi$ and the prefactor also enter at order $V^2$, with relative weight of order $1/(\kappa d)$. At 0.1 V the last form predicts a rise of 0.492%; integration through the tilted barrier gives 0.489%. The closeness comes from a near cancellation of the omitted terms: the untilted barrier alone gives 0.460%, and the tilt adds 0.029%. At 0.5 V the integrated rise is 12.9%, so the linear formula is no longer good to a few percent. The mean field at 0.1 V is 0.67 MV/cm. A rough breakdown field of 10 MV/cm corresponds to 1.5 V across this film.

## (h) The real junction

**Question.** How strongly can some of the neglected effects change the absolute conductance?

**Solution.** The following factors apply to $G$ separately, with the other inputs held fixed. They should not be multiplied into a prediction.

*Non-parabolic decay.* Far below the conduction band, the valence band also influences the decay. A two-band interpolation for a gap $E_g$ is $\kappa'=\kappa\sqrt{1-\phi/E_g}$, which returns to the parabolic law for $\phi\ll E_g$. With a rough gap of 7 eV, $\kappa'=3.873$ nm⁻¹. The conductance rises by $(3.873/4.582)\,e^{2(1.5)(0.709)}\simeq7.1$.

*Image force.* The metal plates attract the tunnelling electron and lower the barrier. At mid-barrier the lowering is $e^2\ln2/(4\pi\epsilon_0\epsilon_rd)=0.222$ eV for a high-frequency relative permittivity $\epsilon_r=3$. With the unit-prefactor WKB transmission, the full classical image profile raises $G$ by a factor of about 14. A uniform lowering of 0.222 eV would give only about $e^{3.437\times0.222}=2.1$, so most of the effect comes from the stronger lowering towards the plates. There the classical potential diverges, and at atomic distances it cannot be trusted. The factor 14 shows sensitivity, not a precise correction.

*Roughness.* Suppose the local thickness has a Gaussian spread $\sigma=0.1$ nm and each region conducts independently. Averaging $e^{-2\kappa d}$ gives the factor $e^{2\kappa^2\sigma^2}=1.52$. The weight also shifts to thinner regions, which raises the $1/d$ prefactor, and the total factor is 1.63.

Aluminium-oxide junctions have films roughly 1 to 2 nm thick and fitted barrier heights of a few eV at most, so the chosen inputs are ordinary. The calculated $5\times10^4\ \Omega\,\mu\mathrm m^2$ is far above the roughly $10\ \Omega\,\mu\mathrm m^2$ wanted in dense magnetic memory, where thin crystalline magnesium-oxide barriers are used. Real oxide films break the assumptions of a uniform rectangular barrier and a parabolic band, and the estimates above move $G$ by factors from about 1.6 to 14. An amorphous film also scatters $\mathbf k$, an effect not sized here. The low-bias conductance is a single number and cannot fix both height and thickness; a fit needs further information, such as the current at finite bias or an independently measured thickness. Values fitted with a uniform rectangular barrier and unit prefactor are effective parameters: they can absorb much of the three effects estimated above and of the interface prefactor. The magnetoresistance of part (f) belongs to the two-band model and is not a prediction for a particular alloy.

The numerical output below lists the main values used here.

## Calculated quantities

```
barrier height phi = 2.0 eV
barrier mass = 0.4 m_e
barrier thickness d = 1.5 nm
e^2/h = 3.8740e-05 S
hbar^2/(2 m_e) = 0.03810 eV nm^2
kappa = 4.582 1/nm
kappa d = 6.873
2 kappa d = 13.747
exp(-2 kappa d) = 1.071e-06
channels per area and spin = 0.2431 1/nm^2
kappa/d = 3.055 1/nm^2
mean k^2, full WKB weight = 3.514 1/nm^2
Simmons G/A = 2.017e-05 S/um^2
Simmons resistance-area product = 4.957e+04 ohm um^2
factor 1+1/(2 kappa d) = 1.0727
G/A from box-mode sum = 2.164e-05 S/um^2
G/A from 3D electrode current = 2.164e-05 S/um^2
resistance ratio for 0.1 nm more = 2.667
Fermi wave numbers up, down = 11.0, 4.0 1/nm
WKB weight beyond minority disc = 1.45 %
interface factors t_up, t_dn = 1.998, 1.245
matched G up-up = 4.232e-05 S/um^2
matched G down-down = 1.244e-05 S/um^2
matched parallel G/A = 5.475e-05 S/um^2
matched antiparallel G/A = 4.505e-05 S/um^2
parallel G over Simmons G = 2.714
antiparallel G over Simmons G = 2.233
magnetoresistance at this d = 21.5 %
magnetoresistance, thick limit = 11.4 %
temperature = 300 K
k_B T = 0.02585 eV
c = kappa d/phi = 3.437 1/eV
thermal factor, integral = 1.0122
thermal factor, x/sin x = 1.0131
rise of J/V at 0.1 V = 0.489 %
small-bias law at 0.1 V = 0.492 %
rise of J/V at 0.5 V = 12.9 %
field at 0.1 V = 0.667 MV/cm
rough breakdown field = 10 MV/cm
rough breakdown voltage = 1.5 V
high-frequency permittivity = 3.0 (relative)
image lowering at mid-barrier = 0.222 eV
image-force factor on G = 14.11
rms thickness spread = 0.1 nm
roughness factor on G = 1.63
rough oxide gap = 7.0 eV
kappa with two-band gap law = 3.873 1/nm
two-band gap factor on G = 7.10
```
